# Exact Exchange and the Distance Dependence of Charge-Transfer Excitations

Q: Take a donor D and an acceptor A so far apart that their orbitals do not overlap. Moving an electron from one to the other must cost an energy that depends on the distance $R$. Why should I doubt that time-dependent density functional theory reproduces this?

A: First let us fix what it should reproduce. I use atomic units, with hartree for energy and bohr for length. Both fragments are neutral closed shells with an inversion centre, and $R$ joins the two centres. Separate them completely, ionize D at the cost $I_D$, and attach the electron to A with the gain $E_A$. Bringing the ions back to distance $R$ lowers the energy by their Coulomb attraction:

$$\omega_{\rm phys}(R)=I_D-E_A-\frac1R+O(R^{-3}).$$

The remainder begins with the interaction of a charge with a quadrupole; polarization of one ion by the other enters at $R^{-4}$. The question is whether the response equations contain the term $-1/R$.

Q: Then write those equations down, and derive them. I want to see where each integral comes from.

A: Let exact exchange act with a weight $w(r)$ on the interaction $1/r$, and let a semilocal functional describe the rest. A global hybrid has constant $w=c$. The orbitals are real in the ground state, with $i,j$ occupied and $a,b$ virtual. With $\gamma(\mathbf r,\mathbf r')$ the density matrix of one spin and $n(\mathbf r)=2\gamma(\mathbf r,\mathbf r)$, the one-electron operator is

$$F=h+v_{\rm H}[n]+v_{\rm xc}[n]-K,\qquad K(\mathbf r,\mathbf r')=\frac{w(|\mathbf r-\mathbf r'|)}{|\mathbf r-\mathbf r'|}\,\gamma(\mathbf r,\mathbf r').$$

Here $v_{\rm xc}$ is the semilocal part alone. For a singlet excitation both spins move alike, so I perturb each occupied orbital as

$$\phi_i(t)=e^{-i\varepsilon_i t}\Big[\phi_i+\sum_a c_{ai}(t)\phi_a\Big].$$

Mixing among occupied orbitals leaves $\gamma$ unchanged to first order and is omitted. Insert this in $i\partial_t\phi_i=(F_0+\delta F)\phi_i$, project on $\phi_a$, and keep first-order terms. The left side gives $\varepsilon_i c_{ai}+i\dot c_{ai}$ and the right side gives $\varepsilon_a c_{ai}+\langle a|\delta F|i\rangle$. Hence

$$i\dot c_{ai}=(\varepsilon_a-\varepsilon_i)c_{ai}+\langle a|\delta F|i\rangle .$$

The density matrix changes by

$$\delta\gamma(\mathbf r,\mathbf r')=\sum_{jb}\big[c_{bj}\phi_b(\mathbf r)\phi_j(\mathbf r')+c_{bj}^*\phi_j(\mathbf r)\phi_b(\mathbf r')\big],$$

and therefore $\delta n=2\sum_{jb}(c_{bj}+c_{bj}^*)\phi_j\phi_b$. Define

$$(pq|g|rs)=\iint\phi_p\phi_q(\mathbf r_1)\,g\,\phi_r\phi_s(\mathbf r_2)\,d\mathbf r_1d\mathbf r_2,$$

and write $(pq|rs)$ when $g=1/r_{12}$. In the adiabatic approximation $v_{\rm xc}$ follows the instantaneous density, so its change is governed by $f_{\rm xc}=\delta v_{\rm xc}/\delta n$. Substitution gives

$$\langle a|\delta F|i\rangle=\sum_{jb}\big[A'_{ia,jb}\,c_{bj}+B_{ia,jb}\,c^*_{bj}\big],$$

$$A'_{ia,jb}=2(ia|jb)+2(ia|f_{\rm xc}|jb)-(ij|w/r|ab),$$

$$B_{ia,jb}=2(ia|jb)+2(ia|f_{\rm xc}|jb)-(ib|w/r|ja).$$

The factors 2 count the two spins in $\delta n$. Exchange has no such factor because it acts within one spin, and its minus sign is that of $-K$. With $A_{ia,jb}=\delta_{ij}\delta_{ab}(\varepsilon_a-\varepsilon_i)+A'_{ia,jb}$ and $c=Xe^{-i\omega t}+Ye^{i\omega t}$ for real $X,Y$, matching the two exponentials gives

$$AX+BY=\omega X,\qquad BX+AY=-\omega Y.$$

Q: Now let $i$ sit on D and $a$ on A. Which terms survive?

A: The diagonal element is

$$A_{ia,ia}=\varepsilon_a-\varepsilon_i+2(ia|ia)+2(ia|f_{\rm xc}|ia)-(ii|w/r|aa).$$

The second and third terms contain the product $\phi_i\phi_a$ at the same point, which vanishes with the overlap. The last term contains $\phi_i^2$ on D and $\phi_a^2$ on A. It needs no overlap, since it is the interaction of two separated unit charge clouds:

$$A_{ia,ia}\to\varepsilon_a-\varepsilon_i-(ii|w/r|aa).$$

Q: A semilocal kernel can grow where the density is low. Could it not compensate for the small product?

A: Take local exchange, where $|f_{\rm x}|\propto n^{-2/3}$. Since $n\ge2\phi_i^2$, the integrand obeys

$$\phi_i^2\phi_a^2\,n^{-2/3}\le2^{-2/3}|\phi_i|^{2/3}\phi_a^2 .$$

The right side still needs both orbitals at one point, so it vanishes as well. For a gradient-corrected kernel I rely on a computed case. For the PBE functional and the dimer discussed below, at $R=10$ bohr, $2(ia|f_{\rm xc}|ia)$ is $-3.8\times10^{-9}$ hartree and $2(ia|ia)$ is $6.9\times10^{-9}$ hartree. An attraction of $1/R=0.1$ hartree cannot come from there.

Q: You have looked at one diagonal element. The excitation energy is an eigenvalue, and the off-diagonal elements might restore the missing term.

A: Sort the other excitations $j\to b$ by location.

- Local excitations, with $j,b$ on the same fragment: each integral in $A$ and $B$ contains a product of orbitals on different fragments, so the coupling vanishes with overlap.
- Other D→A excitations: $A$ retains $-(ij|w/r|ab)$. If $i=j$ and $a\ne b$, a unit charge meets a transition density $\phi_a\phi_b$, which has no net charge by orthogonality but may have a dipole. The coupling is then at most of order $R^{-2}$. The case $i\neq j$, $a=b$ is analogous, and if both pairs differ the order is $R^{-3}$. A nondegenerate level shifts by the squared coupling over an energy difference, hence at order $R^{-4}$.
- A→D excitations: $B$ retains $-(ib|w/r|ja)$, which couples two dipoles at order $R^{-3}$. For two levels $\Omega_1,\Omega_2$ with coupling $b$, the second equation gives $Y=-bX/(\omega+\Omega_2)$. The first then gives $\omega\approx\Omega_1-b^2/(\Omega_1+\Omega_2)$, a shift of order $R^{-6}$.

None of these supplies a term in $1/R$.

Q: Then evaluate the surviving integral for a global hybrid. Two clouds are not two points.

A: Put $R$ along $x$, and let $\mathbf s$ be the electron's displacement from the centre of A minus the hole's displacement from the centre of D. Then

$$\frac1{|R\hat{\mathbf x}+\mathbf s|}=\frac1R-\frac{s_x}{R^2}+\frac{3s_x^2-s^2}{2R^3}+\cdots$$

A nondegenerate orbital of a centrosymmetric fragment has definite parity, so its square is even about the centre and $\langle s_x\rangle=0$. Averaging over both clouds, up to corrections that vanish with overlap or come from weak mutual polarization,

$$(ii|aa)=\frac1R+\frac{3\langle s_x^2\rangle-\langle s^2\rangle}{2R^3}+\cdots$$

The orbital energies must be checked too. A neutral neighbour without a dipole produces a quadrupole potential, so they differ from their isolated values at order $R^{-3}$; exchange and semilocal contributions from the neighbour vanish with overlap. With isolated-fragment orbital energies the result is

$$\boxed{\omega(R)=\varepsilon_a-\varepsilon_i-\frac cR+O(R^{-3})}$$

A semilocal functional, $c=0$, gives a curve with no $1/R$ term, and a global hybrid gives the fraction $c$ of the correct attraction. If the fragments are polar, terms in $R^{-2}$ can appear, depending on how the dipoles are oriented relative to $R$. If the acceptor's lowest virtual level lies below the donor's highest occupied one, the ground state itself transfers charge and this derivation does not apply.

Q: It is odd that an exchange integral should produce an attraction between an electron and a hole. Exchange between distant orbitals ought to vanish.

A: The exchange integral $(ia|ia)$ between the distant orbitals does vanish. What remains, $(ii|aa)$, is a Coulomb repulsion being taken back. Hartree–Fock, $c=1$, shows this. Its virtual orbital feels all the electrons of the closed shell:

$$\varepsilon_a=h_{aa}+\sum_j\big[2(aa|jj)-(aj|aj)\big].$$

Remove a spin-down electron from $i$ with frozen orbitals. The energy rises by $-\varepsilon_i$. Then add a spin-up electron in $a$. It no longer meets the removed electron, so its energy is $\varepsilon_a-(ii|aa)$. No exchange term needs correcting, because the two spins are opposite. The total change is

$$\Delta E=\varepsilon_a-\varepsilon_i-(ii|aa).$$

This determinant has total spin projection 1, so it belongs to the triplet. The singlet element $A_{ia,ia}$ with $c=1$ and no semilocal kernel exceeds $\Delta E$ by $2(ia|ia)$, which vanishes with the overlap, so at large $R$ the two coincide. The attraction is thus the removal of a repulsion that $\varepsilon_a$ wrongly includes for this state. A semilocal functional has no such nonlocal correction in its response. For the dimer below at 20 bohr, the Hartree–Fock energy of this determinant, measured from the closed-shell ground state, and the orbital expression both give 0.63089 hartree.

Q: I could set $c=1$ everywhere, but that discards the semilocal exchange at short range. Does range separation by an error function avoid this and still give $-1/R$?

A: It can, under a condition. Choose

$$w(r)=\alpha+\beta\,{\rm erf}(\mu r),\qquad \frac1r=\frac{1-w(r)}r+\frac{w(r)}r .$$

Exact exchange acts with the second part and semilocal exchange describes the first. The derivation above allowed any $w(r)$, so the attraction is $(ii|w/r|aa)$. For clouds small compared with $R$ its leading value is

$$\frac{w(R)}R=\frac{\alpha+\beta\,{\rm erf}(\mu R)}R=\frac{\alpha+\beta}R-\frac{\beta\,{\rm erfc}(\mu R)}R .$$

Since ${\rm erfc}(x)<e^{-x^2}/(x\sqrt\pi)$ for $x>0$, the last term is negligible once $\mu R\gg1$. Therefore

$$\omega(R)\to\varepsilon_a-\varepsilon_i-\frac{\alpha+\beta}R+O(R^{-3}).$$

The full $-1/R$ requires $\alpha+\beta=1$. The error function alone does not ensure it: CAM-B3LYP has $\alpha=0.19$ and a long-range fraction $\alpha+\beta=0.65$, so it should give $-0.65/R$.

Q: I would like to see this on a real pair of molecules, without the approximations you used to reach the formula.

A: Take H₂ as donor and F₂ as acceptor, parallel to each other and perpendicular to $R$, with bond lengths 1.40 and 2.67 bohr and the 6-31G basis. The electron moves from the H₂ bonding orbital to the lowest virtual orbital of F₂. The full matrices $A$ and $B$ of the dimer are built and diagonalized, while the formula uses orbital energies of the isolated molecules. For LRC-ωPBE, where $\alpha=0$, $\beta=1$ and $\mu=0.3$ bohr⁻¹, the isolated gap is

$$-0.06456-(-0.52779)=0.46323\ \text{hartree}.$$

At 20 bohr the formula predicts $0.46323-1/20=0.41323$ hartree, and the dimer gives 0.41340. For PBE0, with $c=0.25$, it predicts $0.30422-0.25/20=0.29172$ hartree, and the dimer gives 0.29176.

The distance dependence can also be extracted without the gap. If $\omega=\text{const}-q/R$, then

$$q=\frac{\omega(40)-\omega(20)}{1/20-1/40}=\frac{\omega(40)-\omega(20)}{0.025}.$$

For LRC-ωPBE this is $(0.43825-0.41340)/0.025=0.994$.

| Method | Long-range fraction | $q$ from the dimer |
|---|---|---|
| PBE | 0 | 0.000 |
| PBE0 | 0.25 | 0.249 |
| CAM-B3LYP | 0.65 | 0.646 |
| LRC-ωPBE | 1 | 0.994 |
| Hartree–Fock | 1 | 0.993 |

Between 20 and 40 bohr a pure $-1/R$ law rises by 0.680 eV. LRC-ωPBE rises by 0.676 eV, PBE0 by 0.169 eV, and PBE by 0.0001 eV.

Q: Your last two values of $q$ fall short of 1 by more than half a percent. Is that numerical error?

A: It is the $R^{-3}$ term. In Hartree–Fock the dimer energy exceeds the formula by $19.3\times10^{-5}$ hartree at 20 bohr and by $2.4\times10^{-5}$ hartree at 40 bohr. The ratio is close to $2^3=8$, as a leading $R^{-3}$ term requires. These remainders change $q$ by $(2.4-19.3)\times10^{-5}/0.025\approx-0.007$, which is the shortfall.

The sign follows from the geometry. Both orbitals are symmetric about their bonds, which lie along $z$, so $\langle s_x^2\rangle=\langle s_y^2\rangle$ and the numerator $3\langle s_x^2\rangle-\langle s^2\rangle$ equals $\langle s_x^2\rangle-\langle s_z^2\rangle$. For clouds elongated along the bonds this is negative, and the attraction is weaker than $1/R$. Indeed, at 20 bohr $(ii|aa)=0.049813$ hartree instead of 0.050000. That difference of $18.7\times10^{-5}$ hartree accounts for nearly all of the remainder.

Q: At 20 bohr the error function is already saturated for your functionals. Have you checked its actual shape?

A: At one unsaturated point, with the same Hartree–Fock orbitals and an artificially small $\mu=0.05$ bohr⁻¹, so that $\mu R=1$ at 20 bohr. The integral of ${\rm erf}(\mu r)/r$ over the two clouds is 0.04200 hartree. The point-charge value ${\rm erf}(1)/20$ is 0.04214 hartree, clearly different from the saturated 0.05. At such a distance the attraction has not yet reached its asymptotic law.

Q: If the long-range fraction is 1, may I then trust the charge-transfer energy itself?

A: Not on this evidence. The derivation fixes the distance dependence; the constant $\varepsilon_a-\varepsilon_i$ must separately equal $I_D-E_A$. With an occupation $f_k$ allowed to vary and the orbitals stationary, $dE/df_k=\varepsilon_k$. An orbital energy is thus an initial slope, whereas an ionization energy or electron affinity comes from a whole electron's change. The two can differ when the slope changes along the way.

I compared the orbital gap with $I_D-E_A$ from total energies of the neutral molecules and their ions, at fixed geometry and with the same functional. For PBE the gap is 0.185 hartree and $I_D-E_A$ is 0.649 hartree, an error of $-0.464$ hartree, or $-12.6$ eV. For LRC-ωPBE the values are 0.463 and 0.641 hartree, an error of $-0.178$ hartree, or $-4.8$ eV. The constant is much better but still poor, although the distance dependence is right.

These errors are relative to each functional's own total energies, not to experiment. The basis has no diffuse functions, and both functionals give a negative electron affinity for F₂ in it, so the absolute energies should not be read as predictions. The numerical check covers both the distance law and this offset.

## Computed results

```
bond lengths H2, F2: 1.40, 2.67 bohr; basis 6-31g
exact-exchange fractions (short range, long range) and mu in 1/bohr
  PBE        short 0.000  long 0.000  mu 0.000
  PBE0       short 0.250  long 0.250  mu 0.000
  HF         short 1.000  long 1.000  mu 0.000
  CAM-B3LYP  short 0.190  long 0.650  mu 0.330
  LRC-wPBE   short 0.000  long 1.000  mu 0.300
fragment orbital energies eps_i(H2), eps_a(F2), gap, in hartree
  PBE         -0.38095  -0.19585   0.18510
  PBE0        -0.44230  -0.13808   0.30422
  HF          -0.59556   0.08514   0.68070
  CAM-B3LYP   -0.50031  -0.08672   0.41358
  LRC-wPBE    -0.52779  -0.06456   0.46323
CT energy of dimer at R = 10, 20, 40 bohr, in hartree
  PBE          0.18507   0.18509   0.18510
  PBE0         0.27955   0.29176   0.29797
  HF           0.58220   0.63089   0.65572
  CAM-B3LYP    0.34947   0.38120   0.39735
  LRC-wPBE     0.36456   0.41340   0.43825
dimer minus fragment formula at R = 10, 20, 40 bohr, in 1e-5 hartree
  PBE           -3.26    -0.63    -0.09
  PBE0          32.94     4.04     0.50
  HF           150.57    19.25     2.41
  CAM-B3LYP     88.50    11.19     1.40
  LRC-wPBE     132.84    16.83     2.11
effective fraction from 20 and 40 bohr; rise of CT energy in eV
  PBE        fraction  0.0002  rise  0.0001 eV
  PBE0       fraction  0.2486  rise  0.1691 eV
  HF         fraction  0.9933  rise  0.6757 eV
  CAM-B3LYP  fraction  0.6461  rise  0.4395 eV
  LRC-wPBE   fraction  0.9941  rise  0.6763 eV
rise of 1/R law from 20 to 40 bohr: 0.6803 eV
smallest share of i->a in the CT state: 1.0000
HF remainder ratio, 20 over 40 bohr: 7.996
PBE, 10 bohr: 2(ia|ia) = 6.88e-09 hartree
PBE, 10 bohr: 2(ia|fxc|ia) = -3.80e-09 hartree
CAM-B3LYP lowest root, 10 bohr: matrix 0.154569 hartree
CAM-B3LYP lowest root, 10 bohr: library 0.154569 hartree
HF moved-electron determinant, 20 bohr: 0.6308919 hartree
HF eps_a - eps_i - (ii|aa), 20 bohr: 0.6308919 hartree
HF (ii|aa), 20 bohr: 0.049813 hartree; 1/R = 0.050000 hartree
erf attraction, mu = 0.05 1/bohr, 20 bohr: 0.042001 hartree
erf(mu R)/R for the same case: 0.042135 hartree
PBE: IP 0.60065, EA -0.04879, IP-EA 0.64944 hartree
PBE: orbital gap minus (IP-EA) = -0.46434 hartree = -12.635 eV
LRC-wPBE: IP 0.60541, EA -0.03571, IP-EA 0.64112 hartree
LRC-wPBE: orbital gap minus (IP-EA) = -0.17789 hartree = -4.841 eV
```
